# The cross-section law behind power-law viscosity in variable hard spheres: test program

```python
"""
Result under test: for isotropic scattering of a dilute monatomic gas,
    viscosity mu = mu_r (T/T_r)^w   <=>   sigma_T = sigma_r (g/g_r)^(1-2w)
in the first Chapman-Enskog approximation, with w < 9/2.
g: relative speed; sigma_T: total collision cross-section;
sigma_mu: viscosity cross-section, integral of sin^2(deflection) d(sigma);
g_r = sqrt(4 k T_r/m); m: atomic mass; k: Boltzmann constant.
sigma_r = (15/8) sqrt(pi m k T_r) / (Gamma(9/2-w) mu_r).
SI units are used internally unless a test says that m = 1.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar
from scipy.special import gamma, roots_genlaguerre, eval_genlaguerre

k = const.k


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-10, limit=200)[0]


def speed_average(function, thermal_energy, mass):
    """Average over the Maxwellian distribution of relative speed."""
    scale = np.sqrt(4 * thermal_energy / mass)
    return integrate(lambda y: 4 / np.sqrt(np.pi) * y**2 * np.exp(-y*y)
                     * function(scale * y), 0, 12)


def soft_sphere_factor(alpha):
    """sigma_mu/sigma_T from the deflection 2 arccos((b/d)^(1/alpha))."""
    return integrate(lambda b: 2 * b
                     * np.sin(2 * np.arccos(b**(1 / alpha)))**2, 0, 1)


isotropic_factor = soft_sphere_factor(1.0)
assert close(isotropic_factor, 2 / 3, 1e-8)


def viscosity(thermal_energy, mass, sigma_total):
    moment = speed_average(
        lambda g: g**5 * isotropic_factor * sigma_total(g),
        thermal_energy, mass)
    return 80 * thermal_energy**3 / (mass**2 * moment)


def sonine_viscosity(thermal_energy, w, terms):
    """Viscosity from collision integrals, m = 1, sigma_T = g^(1-2w).

    Gauss rules integrate all the polynomials exactly. Precollision and
    postcollision directions are independent for isotropic scattering.
    """
    x, wx = np.polynomial.hermite_e.hermegauss(7)
    wx = wx / wx.sum()
    center = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1)
    center *= np.sqrt(thermal_energy / 2)
    center_weight = np.einsum("i,j,k->ijk", wx, wx, wx).ravel()
    z, wz = np.polynomial.legendre.leggauss(7)
    angle = 2 * np.pi * np.arange(14) / 14
    zz, aa = np.meshgrid(z, angle, indexing="ij")
    ring = np.sqrt(1 - zz**2)
    direction = np.array([ring*np.cos(aa), ring*np.sin(aa), zz])
    direction = direction.reshape(3, -1)
    direction_weight = np.repeat(wz / 2, 14) / 14
    s, ws = roots_genlaguerre(7, 1.5 - w)
    rate_weight = ws * 2 / np.sqrt(np.pi) * (4*thermal_energy)**(1 - w)
    matrix = np.zeros((terms, terms))
    for node, weight in zip(s, rate_weight):
        g = np.sqrt(4 * thermal_energy * node)
        pair_sum = 0
        for sign in (1, -1):
            c = center[:, :, None] + sign * g / 2 * direction[:, None, :]
            energy = (c**2).sum(axis=0) / (2 * thermal_energy)
            pair_sum = pair_sum + np.array(
                [c[0] * c[1] * eval_genlaguerre(j, 2.5, energy)
                 for j in range(terms)])
        mean = pair_sum @ direction_weight
        for i in range(terms):
            for j in range(terms):
                product = (pair_sum[i]*pair_sum[j]) @ direction_weight
                change = 2 * (product - mean[i] * mean[j])
                matrix[i, j] += weight / 4 * (center_weight @ change)
    return thermal_energy**3 * np.linalg.inv(matrix)[0, 0]


# Collision integral from its definition against the reduced formula,
# and the temperature exponent with one, two and three Sonine terms.
for w_test in (0.5, 0.8, 1.0, 1.3):
    reduced = viscosity(1.7, 1.0, lambda g: g**(1 - 2*w_test))
    assert close(sonine_viscosity(1.7, w_test, 1), reduced, 1e-7)
    for terms in (1, 2, 3):
        ratio = (sonine_viscosity(2.0, w_test, terms)
                 / sonine_viscosity(1.0, w_test, terms))
        assert close(np.log(ratio) / np.log(2), w_test, 1e-7)
# For w = 1 the first trial function already solves the problem.
assert close(sonine_viscosity(1, 1.0, 3),
             sonine_viscosity(1, 1.0, 1), 1e-8)

# Rough inputs for argon purge gas in a deposition reactor.
mass = 40 * const.atomic_mass
w = 0.8
T_r, T_hot = 300.0, 500.0
mu_r = 23e-6
pressure = const.torr
gap, trench = 5e-3, 100e-9
sutherland_T = 140.0
soft_alpha = 1.4

g_r = np.sqrt(4 * k * T_r / mass)
sigma_r = (15 / 8 * np.sqrt(np.pi * mass * k * T_r)
           / (gamma(4.5 - w) * mu_r))


def sigma_vhs(g):
    return sigma_r * (g / g_r)**(1 - 2*w)


mu_hot = viscosity(k * T_hot, mass, sigma_vhs)
assert close(viscosity(k * T_r, mass, sigma_vhs), mu_r, 1e-7)
assert close(mu_hot, mu_r * (T_hot / T_r)**w, 1e-7)
fixed_ratio = (viscosity(k * T_hot, mass, lambda g: sigma_r)
               / viscosity(k * T_r, mass, lambda g: sigma_r))


# Necessity: recover the cross-section from the viscosity law alone.
def transform(tau):
    mu = mu_r * tau**(-w)
    prefactor = 1.25e18 * np.sqrt(np.pi * mass * k * T_r)
    return prefactor / (mp.sqrt(tau) * mu * tau**4)


recovered = []
for speed_ratio in (0.5, 1.0, 2.0):
    x = speed_ratio**2
    value = mp.invertlaplace(transform, x, method="talbot")
    recovered.append(float(value) / x**3 / isotropic_factor * 1e-18)
    assert close(recovered[-1], sigma_vhs(speed_ratio * g_r), 1e-6)
recovered_exponent = np.log(recovered[2] / recovered[0]) / np.log(4)
assert close(recovered_exponent, 1 - 2*w, 1e-6)


# Speed at which the viscosity integrand is largest.
def controlling_speed(T):
    scale = np.sqrt(4 * k * T / mass)
    best = minimize_scalar(
        lambda y: -y**7 * sigma_vhs(scale*y) / sigma_r * np.exp(-y*y),
        bounds=(0.2, 5), method="bounded", options={"xatol": 1e-9})
    assert close(best.x, np.sqrt(4 - w), 1e-5)
    return scale * best.x


g_cold, g_hot = controlling_speed(T_r), controlling_speed(T_hot)


# Mean free path from the collision rate against its viscosity form.
def free_path(T, mu):
    density = pressure / (k * T)
    mean_speed = np.sqrt(8 * k * T / (np.pi * mass))
    rate = density * speed_average(lambda g: g * sigma_vhs(g),
                                   k * T, mass)
    path = mean_speed / rate
    formula = (2 / 15 * (7 - 2*w) * (5 - 2*w) * mu
               / (density * mass * np.sqrt(2*np.pi*k*T/mass)))
    assert close(path, formula, 1e-7)
    return path


path_cold, path_hot = free_path(T_r, mu_r), free_path(T_hot, mu_hot)

# A cross-section that is not a power law gives Sutherland viscosity.
speed_squared = 12 * k * sutherland_T / mass
sigma_s = (5 / 16 * np.sqrt(np.pi * mass * k * T_r)
           / (mu_r * (1 + sutherland_T / T_r)))


def sigma_sutherland(g):
    return sigma_s * (1 + speed_squared / g**2)


def mu_sutherland(T):
    return (mu_r * (T / T_r)**1.5 * (T_r + sutherland_T)
            / (T + sutherland_T))


for T in (150.0, 300.0, 500.0, 1000.0):
    assert close(viscosity(k*T, mass, sigma_sutherland),
                 mu_sutherland(T), 1e-7)


def viscosity_slope(T):
    return np.log(viscosity(k*T*1.01, mass, sigma_sutherland)
                  / viscosity(k*T/1.01, mass, sigma_sutherland)
                  ) / (2 * np.log(1.01))


slope_cold, slope_hot = viscosity_slope(T_r), viscosity_slope(T_hot)
assert slope_cold - slope_hot > 0.05
power_error = mu_hot / mu_sutherland(T_hot) - 1

# Sizes of other neglected effects.
first = sonine_viscosity(1, w, 1)
second_gain = sonine_viscosity(1, w, 2) / first - 1
third_gain = sonine_viscosity(1, w, 3) / first - 1
assert 0 < second_gain <= third_gain < 0.02
soft_factor = soft_sphere_factor(soft_alpha)
assert close(soft_factor,
             4*soft_alpha / ((soft_alpha+1) * (soft_alpha+2)), 1e-7)
sigma_change = isotropic_factor / soft_factor - 1
diameter_r = np.sqrt(sigma_r / np.pi)
diameter_hot = np.sqrt(sigma_vhs(g_hot) / np.pi)
wavelength = const.h / (mass / 2 * g_hot)
number_density = pressure / (k * T_hot)
packing = number_density * diameter_hot**3

# Maxwell slip: arriving tangential momentum must equal wall stress.
# Test units: m = kT = density = 1, so wall stress equals amplitude.
amplitude = 0.1
test_slip = 2 * amplitude / np.sqrt(8 / np.pi)
arriving = dblquad(
    lambda cx, inward: inward * (cx + test_slip)
    * (1 + amplitude * cx * inward)
    * np.exp(-(cx*cx + inward*inward) / 2) / (2*np.pi),
    0, 9, -9, 9)[0]
assert close(arriving, amplitude, 1e-6)
mean_speed_hot = np.sqrt(8 * k * T_hot / (np.pi * mass))
slip_length = 2 * mu_hot / (number_density * mass * mean_speed_hot)

# Plane pressure-driven flow with slip at both walls, gap = 1.
y, c1, c2, slip = sp.symbols("y c1 c2 slip", positive=True)
profile = -y**2 / 2 + c1*y + c2
slope = sp.diff(profile, y)
solution = sp.solve(
    [(profile - slip*slope).subs(y, 0),
     (profile + slip*slope).subs(y, 1)], [c1, c2], dict=True)[0]
flow = sp.integrate(sp.expand(profile.subs(solution)), (y, 0, 1))
flow_ratio = sp.simplify(flow / flow.subs(slip, 0))
assert sp.simplify(flow_ratio - (1 + 6*slip)) == 0
slip_gain = float(flow_ratio.subs(slip, slip_length / gap)) - 1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Atomic mass, rough", mass / const.atomic_mass, "u")
show("Viscosity exponent w, rough", w)
show("Reference temperature", T_r, "K")
show("Hot temperature", T_hot, "K")
show("Reference viscosity, rough", mu_r * 1e6, "uPa s")
show("Pressure", pressure / const.torr, "Torr")
show("Reactor gap", gap * 1e3, "mm")
show("Trench width", trench * 1e9, "nm")
show("Isotropic sigma_mu/sigma_T", isotropic_factor)
show("Gamma(9/2-w)", gamma(4.5 - w))
show("Reference relative speed g_r", g_r, "m/s")
show("Reference cross-section sigma_r", sigma_r * 1e18, "nm^2")
show("Reference diameter", diameter_r * 1e9, "nm")
show("Speed exponent 1-2w", 1 - 2*w)
show("Exponent from Laplace inversion", recovered_exponent)
for ratio, value in zip((0.5, 1.0, 2.0), recovered):
    show(f"Recovered sigma_T at {ratio:g} g_r", value*1e18, "nm^2")
show("Controlling speed at 300 K", g_cold, "m/s")
show("Controlling speed at 500 K", g_hot, "m/s")
show("sigma_T at 300 K speed", sigma_vhs(g_cold)*1e18, "nm^2")
show("sigma_T at 500 K speed", sigma_vhs(g_hot)*1e18, "nm^2")
show("Viscosity at 500 K", mu_hot * 1e6, "uPa s")
show("Viscosity ratio 500 K/300 K", mu_hot / mu_r)
show("Same ratio, fixed hard spheres", fixed_ratio)
show("Mean free path at 300 K", path_cold * 1e6, "um")
show("Mean free path at 500 K", path_hot * 1e6, "um")
show("Knudsen number, gap, 500 K", path_hot / gap)
show("Knudsen number, trench, 500 K", path_hot / trench)
show("Second Sonine viscosity gain", second_gain*100, "%", 3)
show("Third Sonine viscosity gain", third_gain*100, "%", 3)
show("Sutherland temperature, rough", sutherland_T, "K")
show("Sutherland viscosity at 500 K", mu_sutherland(T_hot)*1e6, "uPa s")
show("Power law above Sutherland", power_error*100, "%", 3)
show("Sutherland local w at 300 K", slope_cold)
show("Sutherland local w at 500 K", slope_hot)
show("Soft-sphere exponent, rough", soft_alpha)
show("Soft-sphere sigma_mu/sigma_T", soft_factor)
show("Soft-sphere sigma_T change", sigma_change*100, "%", 3)
show("Diameter at 500 K speed", diameter_hot * 1e9, "nm")
show("De Broglie wavelength, 500 K", wavelength * 1e9, "nm")
show("Wavelength/diameter", wavelength / diameter_hot, "", 3)
show("Density times diameter cubed", packing, "", 3)
show("Slip length at 500 K", slip_length * 1e6, "um")
show("Slip increase of gap flow", slip_gain*100, "%", 3)
print("all tests passed")
```

Output:

```
Atomic mass, rough: 40 u
Viscosity exponent w, rough: 0.8
Reference temperature: 300 K
Hot temperature: 500 K
Reference viscosity, rough: 23 uPa s
Pressure: 1 Torr
Reactor gap: 5 mm
Trench width: 100 nm
Isotropic sigma_mu/sigma_T: 0.6667
Gamma(9/2-w): 4.171
Reference relative speed g_r: 499.4 m/s
Reference cross-section sigma_r: 0.5746 nm^2
Reference diameter: 0.4277 nm
Speed exponent 1-2w: -0.6
Exponent from Laplace inversion: -0.6
Recovered sigma_T at 0.5 g_r: 0.871 nm^2
Recovered sigma_T at 1 g_r: 0.5746 nm^2
Recovered sigma_T at 2 g_r: 0.3791 nm^2
Controlling speed at 300 K: 893.4 m/s
Controlling speed at 500 K: 1153 m/s
sigma_T at 300 K speed: 0.4054 nm^2
sigma_T at 500 K speed: 0.3478 nm^2
Viscosity at 500 K: 34.61 uPa s
Viscosity ratio 500 K/300 K: 1.505
Same ratio, fixed hard spheres: 1.291
Mean free path at 300 K: 42.07 um
Mean free path at 500 K: 81.73 um
Knudsen number, gap, 500 K: 0.01635
Knudsen number, trench, 500 K: 817.3
Second Sonine viscosity gain: 0.242 %
Third Sonine viscosity gain: 0.252 %
Sutherland temperature, rough: 140 K
Sutherland viscosity at 500 K: 34.02 uPa s
Power law above Sutherland: 1.73 %
Sutherland local w at 300 K: 0.8182
Sutherland local w at 500 K: 0.7188
Soft-sphere exponent, rough: 1.4
Soft-sphere sigma_mu/sigma_T: 0.6863
Soft-sphere sigma_T change: -2.86 %
Diameter at 500 K speed: 0.3327 nm
De Broglie wavelength, 500 K: 0.0173 nm
Wavelength/diameter: 0.052
Density times diameter cubed: 7.11e-07
Slip length at 500 K: 104.9 um
Slip increase of gap flow: 12.6 %
all tests passed
```
